# The Egg-Box Energy and Its Amplification in Forces and Force Constants

## The result

In calculations with pseudopotentials and localized basis functions, part of the energy can be integrated on a uniform grid fixed in space. The energy then depends on where the atoms sit relative to the grid points. This spurious periodic dependence is the egg-box energy.

Let the grid be cubic with spacing $h$ and points $\mathbf r_j$. Let $f(\mathbf r)$ be the integrand for a reference position of the atoms, and $f(\mathbf r-\mathbf s)$ the integrand after a rigid translation of everything by $\mathbf s$. Then

$$
E_{\rm grid}(\mathbf s)=h^3\sum_j f(\mathbf r_j-\mathbf s)=\sum_{\mathbf G}F(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf s},\qquad F(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r, \tag{1}
$$

where $\mathbf G=(2\pi/h)(m_1,m_2,m_3)$ with integer $m_i$. The term $\mathbf G=0$ is the true integral; the others are the egg-box energy. Each derivative with respect to $\mathbf s$ brings down one factor of $\mathbf G$. The first harmonic, with $G_1=2\pi/h$, is therefore multiplied by $2\pi/h$ in the force and by $(2\pi/h)^2$ in the force constant. Higher harmonics along the same axis are multiplied by more.

Hartree atomic units are used. I assume that $f$ is smooth enough for $\sum_{\mathbf G}|\mathbf G|^2|F(\mathbf G)|$ to converge, so that the series may be differentiated twice term by term. "Force" means the exact derivative of the grid energy, including the motion of the basis functions. A force obtained from a different discretized expression needs its own analysis.

## Why only grid reciprocal vectors survive

Take a cubic cell of side $L=Nh$ and volume $\Omega=L^3$, with $f$ periodic in it. A localized integrand is covered by making the cell so large that its tails are negligible. Expand in the plane waves of the cell, $\mathbf K=(2\pi/L)(k_1,k_2,k_3)$:

$$
f(\mathbf r)=\frac1\Omega\sum_{\mathbf K}F(\mathbf K)e^{i\mathbf K\cdot\mathbf r}
\quad\Rightarrow\quad
f(\mathbf r-\mathbf s)=\frac1\Omega\sum_{\mathbf K}F(\mathbf K)e^{-i\mathbf K\cdot\mathbf s}e^{i\mathbf K\cdot\mathbf r}.
$$

For periodic $f$, the integral defining $F$ runs over one cell. Summing over the $N^3$ grid points $\mathbf r_j=h(n_1,n_2,n_3)$ gives a product of three geometric sums of the form

$$
\sum_{n=0}^{N-1}e^{2\pi i kn/N}=
\begin{cases}
N, & k=mN,\ m \text{ integer},\\[2pt]
\dfrac{1-e^{2\pi i k}}{1-e^{2\pi i k/N}}=0, & \text{otherwise.}
\end{cases}
$$

In the second case the numerator vanishes because $k$ is an integer, while the denominator does not. The surviving wavevectors have components $2\pi mN/(Nh)=2\pi m/h$, which are the vectors $\mathbf G$. The prefactor is $h^3N^3/\Omega=1$, and (1) follows.

The meaning is simple: the wave $e^{i\mathbf G\cdot\mathbf r}$ equals 1 at every grid point, so the sum mistakes it for a constant. Translation changes the phase of this false constant. If $F(\mathbf G)=0$ for all $\mathbf G\neq0$, the grid integral is exact and there is no egg-box. This condition concerns the complete integrand, such as density times potential, whose spectrum is generally wider than that of an orbital.

## One atom: the first shell

Suppose $f(-\mathbf r)=f(\mathbf r)$ about the nucleus and that the six shortest vectors $\pm G_1\hat{\mathbf x},\pm G_1\hat{\mathbf y},\pm G_1\hat{\mathbf z}$ have equal coefficients, as for a spherical atom. Inversion makes $F(G_1)$ real. Pairing $\mathbf G$ with $-\mathbf G$ gives $e^{-iG_1x}+e^{iG_1x}=2\cos G_1x$, so with $\mathbf s=(x,y,z)$

$$
E_{\rm egg}\simeq 2F(G_1)\left[\cos G_1x+\cos G_1y+\cos G_1z\right]. \tag{2}
$$

Differentiating once and twice,

$$
\begin{aligned}
\mathcal F_x&=-\frac{\partial E_{\rm egg}}{\partial x}=2F(G_1)\,G_1\sin G_1x,\\
K_{xx}&=\frac{\partial^2E_{\rm egg}}{\partial x^2}=-2F(G_1)\,G_1^2\cos G_1x .
\end{aligned} \tag{3}
$$

With $A=2|F(G_1)|$, the amplitudes for motion along $x$ are $A$, $AG_1$ and $AG_1^2$. The mixed derivative $K_{xy}$ vanishes in this shell because each term of (2) depends on one coordinate.

The factors $G_1$ and $G_1^2$ carry units, so "amplified" needs a comparison. If the physical energy changes by $\varepsilon$ over a length $\ell$, the physical force and force constant are of order $\varepsilon/\ell$ and $\varepsilon/\ell^2$. The relative errors are then

$$
\frac{A}{\varepsilon},\qquad \frac{A}{\varepsilon}\,\frac{2\pi\ell}{h},\qquad \frac{A}{\varepsilon}\left(\frac{2\pi\ell}{h}\right)^2 .
$$

The error grows from one quantity to the next because the egg-box varies over $h/2\pi$, which is much shorter than $\ell$.

Equation (3) also shows what a finite-difference force constant sees. With displacements $\pm\delta$,

$$
-\frac{\mathcal F_x(x+\delta)-\mathcal F_x(x-\delta)}{2\delta}
=-2F(G_1)G_1\cos(G_1x)\,\frac{\sin G_1\delta}{\delta}
=K_{xx}(x)\,\frac{\sin G_1\delta}{G_1\delta},
$$

using $\sin(a+b)-\sin(a-b)=2\cos a\sin b$. A small step reproduces the full error. For $\delta=h/2$ the two displaced positions differ by one full period $h$, so every harmonic of a rigid translation cancels, not only the first. When one atom moves relative to the others, this complete cancellation holds if the integrand is a sum of atomic parts, but not in general. So large a step also generally increases the anharmonic error in the physical force constant.

## When higher harmonics matter

For motion along $x$ at fixed $y,z$, the grid energy has period $h$:

$$
E(x)=\bar E+\sum_{m\ne0}a_me^{-imG_1x}.
$$

Different harmonics are orthogonal over one period, so the mean squares are

$$
\begin{aligned}
\langle (E-\bar E)^2\rangle&=\sum_{m\neq0}|a_m|^2,\\
\langle \mathcal F_x^2\rangle&=G_1^2\sum_{m\neq0}m^2|a_m|^2,\qquad
\langle K_{xx}^2\rangle=G_1^4\sum_{m\neq0}m^4|a_m|^2 .
\end{aligned}
$$

Since $m^2\ge1$, it follows that

$$
\mathcal F_{\rm rms}\ge \frac{2\pi}{h}E_{\rm rms},\qquad K_{\rm rms}\ge\left(\frac{2\pi}{h}\right)^2E_{\rm rms}, \tag{4}
$$

where $E_{\rm rms}$ is measured from the mean. Equality holds if the first harmonic is the only one. Thus $2\pi/h$ and its square are lower bounds on the rms amplification. They do not bound the ratio at a chosen position: at $x=0$ in (3), for instance, the force vanishes while the energy error is extremal.

## Several atoms and the sum rules

Equation (1) does not require $f$ to be a sum of atomic parts. It holds for a nonlinear integrand, such as an exchange energy density, provided all atoms move together. Under a common translation the chain rule gives $\partial/\partial\mathbf s=\sum_a\partial/\partial\mathbf R_a$, hence

$$
\sum_a\boldsymbol{\mathcal F}_a=\sum_{\mathbf G}i\mathbf G\,F(\mathbf G)e^{-i\mathbf G\cdot\mathbf s},\qquad
\sum_{ab}K_{a\mu,b\nu}=-\sum_{\mathbf G}G_\mu G_\nu F(\mathbf G)e^{-i\mathbf G\cdot\mathbf s}. \tag{5}
$$

With exact integrals and no external field, both sums would be zero. The grid produces a net force and breaks the acoustic sum rule, so a uniform translation acquires a spurious force constant, which can have either sign.

The error of an individual $K_{ab}$ is less simple, because moving one atom changes the shape of $f$ and thus $F$ itself. The separable case $f=\sum_af_a(\mathbf r-\mathbf R_a)$ can be followed: $E_{\rm egg}=\sum_a\sum_{\mathbf G\ne0}F_a(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_a}$. Each term contains one position, so the errors sit in the blocks $K_{aa}$ and the blocks with $a\neq b$ have none.

## Orbitals that adjust to the grid

So far $f$ has been carried along unchanged. In a calculation the orbital coefficients $c$ are optimized at each $\mathbf s$, and they respond to the quadrature error. Write the energy as

$$
E[c;\mathbf s]=E_0[c]+\Delta[c;\mathbf s],
$$

where $E_0$ uses exact integrals and $\Delta$ is the quadrature error. Because the basis moves with the atoms, $E_0$ at fixed $c$ does not depend on $\mathbf s$.

For one electron, let $c_0$ be the exactly integrated ground state, $c_k$ the other eigenvectors in the same basis, and $\varepsilon_0,\varepsilon_k$ their energies. Insert $c=c_0+\sum_ka_kc_k$, with real $a_k$ of order $\Delta$, and divide by the norm $1+\sum_ka_k^2$. To second order,

$$
E=\varepsilon_0+\Delta_{00}+2\sum_ka_k\Delta_{0k}+\sum_ka_k^2(\varepsilon_k-\varepsilon_0).
$$

The $-\varepsilon_0$ in the last term comes from the norm. Setting the derivative with respect to $a_k$ to zero gives $a_k=-\Delta_{0k}/(\varepsilon_k-\varepsilon_0)$, and therefore

$$
E(\mathbf s)=\varepsilon_0+\Delta_{00}(\mathbf s)-\sum_k\frac{|\Delta_{0k}(\mathbf s)|^2}{\varepsilon_k-\varepsilon_0}+O(\Delta^3). \tag{6}
$$

The leading egg-box energy $\Delta_{00}$ is the quadrature error at fixed $c_0$. So (1) applies to first order, with $f$ built from the exactly integrated ground state. The same first-order statement holds for a variational mean-field energy, since the first variation of $E_0$ vanishes at its minimum.

The second-order term contains products of first harmonics and hence oscillations at $2G_1$, which two derivatives multiply by $4G_1^2$. It also contains a constant and cross terms between axes, which oscillate at $G_1$ along one axis. If the first shell dominates $\Delta_{0k}$, the term is proportional to $(\cos G_1x+\cos G_1y+\cos G_1z)^2$, and its rms size over the grid cell, relative to first order, is about 1.9 times larger in $K_{xx}$ than in the energy measured from its mean. This is an average statement: at $\mathbf s/h=(1/8,1/4,1/4)$ the term contributes to the energy but not to $K_{xx}$. Relaxation remains small when $\Delta$ is small compared with the level spacings.

## Gaussian orbitals: what sets the size

Consider one valence electron in the local model pseudopotential $V(r)=-V_0e^{-\beta r^2}$. With one electron there is no Hartree or exchange-correlation term. The basis consists of normalized Gaussians $N_ie^{-\alpha_ir^2}$ centred on the atom, with $N_i=(2\alpha_i/\pi)^{3/4}$. Overlap and kinetic matrices are analytic; potential matrix elements are summed on the grid.

A product of two orbitals and the potential is a Gaussian of exponent $\gamma_{ij}=\alpha_i+\alpha_j+\beta$. Along each axis, completing the square,

$$
-\gamma x^2-iGx=-\gamma\left(x+\frac{iG}{2\gamma}\right)^2-\frac{G^2}{4\gamma},
$$

gives $\sqrt{\pi/\gamma}\,e^{-G^2/4\gamma}$. The product over three axes yields

$$
F(\mathbf G)=-V_0\sum_{ij}c_ic_jN_iN_j\left(\frac{\pi}{\gamma_{ij}}\right)^{3/2}e^{-G^2/4\gamma_{ij}}. \tag{7}
$$

On a fine grid the largest $\gamma_{ij}$ governs, because its exponential decays most slowly.

Refining the grid raises $G_1$, yet it does cure the force constants. For one exponent $\gamma$ the first-shell force-constant amplitude is proportional to $u\,e^{-u/4\gamma}$ with $u=G_1^2$. Its derivative, $(1-u/4\gamma)e^{-u/4\gamma}$, is negative once $G_1^2>4\gamma$. Beyond that point the decay of $F$ beats the amplification. At $G_1^2=4\gamma$ the exponential is still $e^{-1}$ and other shells are not negligible, so this value is not a turning point of the total error. The Gaussian decay belongs to this model; an integrand that is less smooth, for example one built from orbitals cut off at a finite radius, has an $F$ that decays only as a power of $G$, and refinement then gains more slowly.

## Worked numbers

Take $V_0=10$ hartree, $\beta=2.5$ bohr$^{-2}$ and exponents 0.25, 0.7 and 2.0 bohr$^{-2}$. The exactly integrated ground state lies at $-1.9072$ hartree, with coefficients 0.1192, 0.1128 and 0.8349. At $h=0.35$ bohr,

$$
G_1=\frac{2\pi}{0.35}=17.952\ \text{bohr}^{-1},\qquad G_1^2=322.27\ \text{bohr}^{-2}.
$$

The sharpest product has $\gamma=2.0+2.0+2.5=6.5$ bohr$^{-2}$. Its share of (7), in hartree, is

$$
-10\,(0.8349)^2\left(\frac{4}{\pi}\right)^{3/2}\left(\frac{\pi}{6.5}\right)^{3/2}e^{-322.27/26}
\simeq-3.365\times4.14\times10^{-6}\simeq-1.39\times10^{-5}.
$$

The full sum is $F(G_1)=-1.405\times10^{-5}$ hartree, so this one product supplies about 99% of it. The predicted amplitudes are

$$
\begin{aligned}
A&=2.810\times10^{-5}\ \text{hartree},\\
AG_1&=5.045\times10^{-4}\ \text{hartree/bohr},\\
AG_1^2&=9.056\times10^{-3}\ \text{hartree/bohr}^2 .
\end{aligned}
$$

Diagonalization at many positions across one grid cell gives $2.810\times10^{-5}$, $5.045\times10^{-4}$ and $9.057\times10^{-3}$ in the same units. Converted, these are 0.76 meV, 26 meV/Å and 0.88 eV/Å$^2$. An energy amplitude below 1 meV for motion along one axis thus accompanies a force-constant amplitude of nearly 1 eV/Å$^2$.

Since $F(G_1)<0$, equation (2) puts the energy minimum at a grid point. There $K_{xx}$ is positive, and for an atom of mass 20 u, whose free translation should have zero frequency, the harmonic approximation gives

$$
\omega=\sqrt{K_{xx}/M}\;\rightarrow\;109\ \text{cm}^{-1}.
$$

Half a spacing away, $K_{xx}$ has nearly the same size and the opposite sign, so the frequency is imaginary. The 109 cm$^{-1}$ is what a harmonic analysis reports, not a bound vibration: the well is only $2A\simeq12$ cm$^{-1}$ deep along the axis, less than the harmonic zero-point energy of 55 cm$^{-1}$.

At the general position $\mathbf s/h=(0.10,0.20,0.05)$ the bracket in (2) is $0.809+0.309+0.951=2.069$, and the egg-box energy is $-2.810\times10^{-5}\times2.069=-5.814\times10^{-5}$ hartree. Diagonalization gives the same value to four digits.

**Relaxation.** At $h=0.40$ bohr, with the atom on a grid point, the first-order term $\Delta_{00}$ is $-1.556\times10^{-3}$ hartree. The remaining energy difference is $-2.249\times10^{-6}$ hartree, against $-2.247\times10^{-6}$ hartree from the sum in (6). The orbital response is thus about 0.14% of the first-order term.

**Refinement.** From $h=0.45$ to $0.30$ bohr the energy amplitude falls from $3.91\times10^{-3}$ to $3.18\times10^{-7}$ hartree, a factor of about 12,300. The force amplitude falls by about 8,200 and the force-constant amplitude by about 5,500. The gains are smaller by roughly $0.45/0.30=1.5$ and $1.5^2=2.25$, as the factors $G_1$ and $G_1^2$ require. All these spacings satisfy $G_1^2>4\gamma=26$ bohr$^{-2}$, which for the sharpest product means $h<2\pi/\sqrt{26}\simeq1.23$ bohr.

**A very coarse grid.** At $h=1.6$ bohr the rms ratios exceed the bounds (4) by factors of 1.094 for the force and 1.410 for the force constant. Suppose the first two harmonics suffice, with $q=|a_2/a_1|^2$. The mean squares above then give

$$
1.0937^2=\frac{1+4q}{1+q}\ \Rightarrow\ q\simeq0.070,\qquad
\sqrt{\frac{1+16q}{1+q}}\simeq1.41 .
$$

The force ratio thus predicts the force-constant ratio, which supports reading the excess as a second harmonic with about 0.26 of the first one's amplitude. This grid is far outside the range of (6): the egg-box amplitude exceeds 20 hartree, and much of the second harmonic comes from orbital relaxation. With the coefficients held at $c_0$ the amplitude ratio is 0.16 and the two factors are 1.04 and 1.17.

## A nonlinear integrand with two centres

The second example is the Dirac exchange energy, with integrand $-\frac34(3/\pi)^{1/3}n^{4/3}$. The density $n$ is the sum of two overlapping Gaussians holding 2 and 1 electrons, with exponents 1.5 and 1.0 bohr$^{-2}$. The second centre is displaced from the first by $(1.1,0.7,0.4)$ bohr, and $h=0.8$ bohr. Because of the power $4/3$, the integrand is not a sum of atomic parts.

Both atoms are shifted by $\mathbf s/h=(0.3,0.1,0.2)$. The coefficients $F(\mathbf G)$ come from a separate, much finer quadrature. The egg-box energy is $-6.287\times10^{-4}$ hartree both from the coarse grid and from (1).

The exchange contributions to the $x$ forces on the two atoms are $0.0911$ and $-0.0971$ hartree/bohr. They should cancel, but their sum is

$$
0.091113-0.097053=-0.00594\ \text{hartree/bohr},
$$

between 6% and 7% of either one in magnitude. Equation (5) gives the same net force. The summed force constant, which should vanish, is $-1.120\times10^{-2}$ hartree/bohr$^2$ by both routes.

At this position the net force divided by the egg-box energy is about 9.4 bohr$^{-1}$, whereas $2\pi/h=7.85$ bohr$^{-1}$. There is no conflict: energy and force have different phases, and the factor $2\pi/h$ relates the amplitudes of a harmonic, not its values at one point. The numerical output lists the remaining values.

## Computed values

```
MODEL 1: one electron, Gaussian pseudopotential
V0 = 10.0 hartree, beta = 2.5 bohr^-2
basis exponents (bohr^-2): 0.25 0.7 2.0
exactly integrated energy = -1.907188 hartree
orbital coefficients: 0.1192 0.1128 0.8349
h = 0.35 bohr, 2 pi/h = 17.9520 bohr^-1, (2 pi/h)^2 = 322.27 bohr^-2
plane-wave cutoff of grid (pi/h)^2/2 = 40.28 hartree
F(G1) = -1.4050e-05 hartree, 2|F(G1)| = 2.8100e-05 hartree
energy amplitude, diagonalization = 2.8103e-05 hartree
force amplitude, diagonalization = 5.0451e-04 hartree/bohr
force-constant amplitude, diagonalization = 9.0572e-03 hartree/bohr^2
force/energy ratio = 17.9520 bohr^-1
force-constant/energy ratio = 322.28 bohr^-2
converted energy amplitude = 0.7647 meV
converted force amplitude = 25.943 meV/angstrom
converted force-constant amplitude = 0.8801 eV/angstrom^2
K at grid point = 9.0572e-03, at half spacing = -9.0562e-03 hartree/bohr^2
spurious frequency at grid point, mass 20.0 u = 109.39 cm^-1
general position s/h = [0.1  0.2  0.05]: egg-box energy
  diagonalization -5.81443e-05, harmonic sum -5.81409e-05 hartree
relaxation test, h = 0.4 bohr, atom on grid point:
  first order -1.5557e-03 hartree
  remainder -2.2493e-06, second-order formula -2.2468e-06 hartree
SCAN: h (bohr), amplitudes of E, force, K (hartree, bohr), 2|F(G1)| (hartree)
  0.45  3.908e-03  5.456e-02  7.666e-01  3.850e-03
  0.40  5.196e-04  8.163e-03  1.283e-01  5.185e-04
  0.35  2.810e-05  5.045e-04  9.057e-03  2.810e-05
  0.30  3.178e-07  6.657e-06  1.394e-04  3.178e-07
COARSE GRID h = 1.6 bohr: rms force/(G1 rms E) = 1.0937
  rms K/(G1^2 rms E) = 1.4097
MODEL 2: exchange energy of two overlapping Gaussian densities
electrons [2. 1.], exponents [1.5 1. ] bohr^-2, h = 0.8 bohr
second centre relative to first (bohr): [1.1 0.7 0.4]
exact integral = -1.202446 hartree; shift s/h = [0.3, 0.1, 0.2]
egg-box energy: grid -6.2870e-04, harmonics -6.2870e-04 hartree
x forces on atoms: 0.091113, -0.097053 hartree/bohr
total x force: grid -5.9401e-03, harmonics -5.9401e-03 hartree/bohr
summed K_xx: grid -1.1198e-02, harmonics -1.1198e-02 hartree/bohr^2
```
